Switch from linear to parabolic oxide growth with a zero-order reaction

An oxide grows from a bare surface under the parameters given below. It is 32.7 nm thick after half an hour and 65.5 nm thick after one hour, so doubling the time has doubled the thickness, although the oxidant had to cross a growing layer throughout. After four hours the same proportionality would give 262 nm, but the thickness is 195 nm. The layer first offers no hindrance to growth and later controls it. Both facts follow from one property of this model: the reaction at the inner interface consumes oxidant at a fixed rate, whatever the concentration there, until none is left over.

**The model and its parameters**

The oxide has thickness x. Its outer surface is held at a dissolved oxidant concentration C. The oxidant diffuses inward with constant diffusivity D and reacts at the inner interface, where its concentration is c_i. The reaction flux F is the number of oxidant molecules consumed per unit area and time. If N molecules are built into unit volume of oxide, then

dx/dt = F/N.

The reaction is of zero order with flux R: F = R whenever c_i > 0. When c_i = 0 the reaction consumes what arrives, which cannot exceed R. In one line,

c_i ≥ 0, F ≤ R, c_i (R − F) = 0.

The example takes D = 7.0×10⁻⁹ cm²/s, C = 5.0×10¹⁶ cm⁻³, N = 2.2×10²² cm⁻³ and R = 4.0×10¹³ cm⁻² s⁻¹. These are rough values in the regime of dry oxidation of silicon at 1273 K and 1 atm. The zero-order law is an assumption of the model, and its standing for silicon is examined at the end.

**First derivation: steady diffusion**

Suppose that the concentration profile adjusts to the present thickness much faster than the thickness changes. The diffusion flux is then the same at every depth, the profile is a straight line, and the flux arriving at the interface equals the flux consumed:

F = D(C − c_i)/x.

There are two cases. If F = R, solving for the interface concentration gives

c_i = C − Rx/D.

This is non-negative only for x ≤ DC/R. If F < R, the reaction law demands c_i = 0, so F = DC/x, and this is less than R only for x > DC/R. Each thickness therefore has one solution,

F = min(R, DC/x), with switch thickness x_c = DC/R.

A thicker oxide does lower c_i in the first case, but the reaction does not respond to c_i. At 40 nm the interface concentration has dropped from 5.0×10¹⁶ to 2.7×10¹⁶ cm⁻³ while the growth rate is unchanged.

Starting from a bare surface, the first stage is

x = Rt/N, up to t_c = N x_c/R = NDC/R².

In the second stage dx/dt = DC/(Nx). Multiplying by x and integrating from (t_c, x_c) gives

(x² − x_c²)/2 = (DC/N)(t − t_c),

x² = x_c² + B(t − t_c), with B = 2DC/N.

Since B t_c = (2DC/N)(NDC/R²) = 2x_c², the late branch can also be written

x² = Bt − x_c² = B(t − t_c/2).

Extrapolated back to zero thickness, the parabola starts at half the switch time.

If growth starts from an oxide of thickness x_0 < x_c, the linear stage is x = x_0 + Rt/N and ends at the earlier time N(x_c − x_0)/R. If x_0 ≥ x_c there is no linear stage, and x² = x_0² + Bt from the start.

For the example,

x_c = (7.0×10⁻⁹ × 5.0×10¹⁶)/(4.0×10¹³) cm = 8.75×10⁻⁶ cm = 87.5 nm,

R/N = (4.0×10¹³)/(2.2×10²²) cm/s = 1.82×10⁻⁹ cm/s = 65.45 nm/h,

t_c = 87.5/65.45 h = 1.34 h,

B = 2 x_c R/N = 11455 nm²/h.

At four hours x² = 11455 × 4 − 87.5² = 38164 nm², so x = 195 nm, the value quoted at the start.

**What is continuous and what jumps**

At x_c the diffusion-limited rate DC/(N x_c) equals R/N, so the rate is continuous. The curve of thickness against time therefore has no corner. The corner is in the curve of rate against time. In the linear stage d²x/dt² = 0. In the second stage the chain rule gives

d²x/dt² = −(DC/(Nx²)) dx/dt = −(DC)²/(N²x³).

Setting x = DC/R gives the value just beyond the switch:

d²x/dt² = −R³/(N²DC) = −(R/N)²/x_c.

Here it is −65.45²/87.5 = −49.0 nm/h². A numerical check replaced the zero-order law by a saturating one, described below, with a half-saturation concentration of 10⁻¹⁰ C, and found the flux as the root of the balance between supply and reaction. Differentiating that flux gave −0.005 nm/h² at 0.999 x_c and −48.8 nm/h² at 1.001 x_c.

**Second derivation: the diffusion equation with a moving interface**

The straight profile was assumed above. It can instead be derived, together with its error. Let z be the depth below the outer surface, in a frame in which the existing oxide is at rest and new oxide is added at z = x(t). The dissolved concentration c(z,t) obeys

∂c/∂t = D ∂²c/∂z², with c = C at z = 0.

The interface condition follows from counting dissolved molecules. Their number per unit area changes at the rate

d/dt ∫₀ˣ c dz = c_i dx/dt + D ∂c/∂z|ₓ − D ∂c/∂z|₀.

It must also equal the inflow at the outer surface minus the consumption, −D ∂c/∂z|₀ − F. Equating the two expressions gives

−D ∂c/∂z|ₓ = F + c_i dx/dt.

The last term is the oxidant needed to fill the newly formed oxide to the concentration c_i.

Measure lengths in x_c and time in t_c, with ζ = z/x_c, s = x/x_c and θ = t/t_c. Let u = c/C, u_i = c_i/C and f = F/R. The growth law becomes ds/dθ = (t_c/x_c)(F/N) = f. In the diffusion equation the time derivative acquires the factor

x_c²/(D t_c) = (D²C²/R²) × R²/(N D²C) = C/N ≡ ε.

Because DC/x_c = R and dx/dt = Rf/N, the full problem is

ε ∂u/∂θ = ∂²u/∂ζ², u(0) = 1,

−∂u/∂ζ = f(1 + εu_i) at ζ = s,

with u_i ≥ 0, f ≤ 1 and u_i(1 − f) = 0. The single parameter ε compares the oxidant dissolved in the oxide with the oxidant built into it.

*Before exhaustion.* While u_i > 0 the reaction law gives f = 1, hence s = θ. The growth is strictly linear for any ε in this model. What remains to be found is when u_i vanishes. Expand u = u₀ + εu₁ + ε²u₂ + …, with primes for derivatives with respect to ζ.

At order zero, u₀″ = 0, u₀(0) = 1 and u₀′(s) = −1, so

u₀ = 1 − ζ.

This profile does not depend on time. As the oxide grows, the straight line is extended to greater depth, and its older part stays as it was. The older oxide therefore neither stores nor releases oxidant at this order.

At first order, u₁″ = ∂u₀/∂θ = 0, u₁(0) = 0 and −u₁′(s) = u₀(s) = 1 − s. Therefore

u₁ = −ζ(1 − s).

At second order, s = θ gives u₂″ = ∂u₁/∂θ = ζ. Integrating twice with u₂(0) = 0 gives u₂ = ζ³/6 + aζ. The interface condition −u₂′(s) = u₁(s) = −s(1 − s) then reads

s²/2 + a = s − s², so a = s − 3s²/2.

Hence u₂(s) = s³/6 + s² − 3s³/2 = s² − 4s³/3, and the interface concentration is

u_i = (1 − s)(1 − εs) + ε²(s² − 4s³/3) + O(ε³).

At s = 1 the first-order term vanishes and the second-order term is −ε²/3. Setting s = 1 − δ with small δ gives δ − ε²/3 = 0 to leading order, so exhaustion occurs at

x/x_c = 1 − ε²/3.

*After exhaustion.* Now u_i = 0 and f = −u′(s). At leading order u₀ = 1 − ζ/s and f = 1/s. The next order has u₁ = 0 at both ends and

u₁″ = ∂u₀/∂θ = (ζ/s²) ds/dθ = ζ/s³.

The solution is u₁ = (ζ³ − s²ζ)/(6s³), and its slope at the interface is (3s² − s²)/(6s³) = 1/(3s). Therefore

f = ds/dθ = (1 − ε/3)/s.

For ε → 0 the switch is at s = 1, and integration of s ds = dθ from there gives s² = 1 + 2(θ − 1). Multiplying by x_c² and using 2x_c²/t_c = B restores x² = x_c² + B(t − t_c). The second derivation thus reaches the same law without assuming a steady profile.

In the example ε = 2.3×10⁻⁶. The late growth rate at given thickness is reduced by a fraction of 8×10⁻⁷, and the shift of the switch thickness, of relative size 10⁻¹², has no practical meaning. To make the corrections visible, the full moving-boundary problem was solved numerically with larger ε. The shift of the switch divided by ε²/3 was 0.909 for ε = 0.05 and 0.952 for ε = 0.025, and linear extrapolation to ε = 0 gave 0.996. The late rate correction divided by ε/3 was 0.988 for ε = 0.025.

**The corner seen at very short times**

The late-stage expansion assumes that the profile has had time to adjust to the new condition c_i = 0, which takes a fraction of the diffusion time x_c²/D. In units of t_c the diffusion time is ε. What happens sooner needs a separate calculation.

Let θ′ be the time since exhaustion. If the earlier profile 1 − ζ simply continued, the interface at s ≈ 1 + θ′ would have u = −θ′. The true value is zero, so a correction w must be added with w = θ′ at the interface and w = 0 everywhere at θ′ = 0. Let y be the distance from the interface into the oxide. For θ′ ≪ ε the correction has not reached the outer surface, and the interface has moved much less than the width of the disturbed layer, so w obeys

ε ∂w/∂θ′ = ∂²w/∂y²

in a half-space. With p as the Laplace variable of θ′, the transform that decays into the oxide is p⁻² exp(−y√(εp)). Its inward gradient at y = 0, with the sign reversed, is √ε p⁻³ᐟ², whose inverse transform gives

−∂w/∂y = 2√(εθ′/π).

Since ζ increases towards the interface while y decreases, ∂w/∂ζ = −∂w/∂y. The flux f = −∂u/∂ζ is therefore

f = 1 − 2√(εθ′/π).

The rate is still continuous, but its initial slope is infinite rather than finite. The steady theory has f = 1/s ≈ 1 − θ′ just after the switch. With its first correction, f = (1 − ε/3)/s, the late drop is θ′ + ε/3, and on this time scale the term ε/3 cannot be dropped. The square-root drop comes closest to this line where their slopes agree, at θ′ = ε/π, where the two are 0.64ε and 0.65ε. The square-root law therefore gives way to the late one after about a third of the diffusion time. In the example the diffusion time is 0.011 s and the changeover comes near 0.0035 s, compared with a linear stage of 1.34 h. The finite jump of −49 nm/h² is what is seen on any longer time scale. In the numerical solution with ε = 0.025, at θ′ = 0.1ε, the drop was 0.973 of the square-root prediction; corrections of relative order ε are expected.

**What each derivation assumes**

The first derivation assumes a steady profile at each thickness. It needs one line of algebra for the flux, it handles any initial oxide, but as carried out here it gives no estimate of its error. About diffusion, the second assumes only that Fick's law holds with constant D, and it starts from a bare surface. It shows that the steady law is the limit of small C/N, that linear growth before exhaustion does not depend on that limit, and that the jump in acceleration does.

Besides Fick's law with constant D, both derivations assume that the outer concentration stays at C and that the reaction is of zero order. The second derivation is more general about diffusion, but no more general about chemistry. To test the chemistry, replace the reaction law by a saturating one with half-saturation concentration K = κC,

F = R(1 + κ)u_i/(κ + u_i).

The prefactor holds the initial flux, at u_i = 1, equal to R for every κ. The limit κ → 0 is zero order and κ → ∞ is first order, F = Ru_i. At x = x_c steady diffusion supplies R(1 − u_i), so

(1 + κ)u_i = (1 − u_i)(κ + u_i) = κ + u_i − κu_i − u_i²,

u_i² + 2κu_i − κ = 0,

u_i = √(κ² + κ) − κ.

Since F/R = 1 − u_i there, this is also the fraction by which the rate at x_c has fallen below its initial value. For small κ it is about √κ, which is much larger than κ itself: κ = 0.01 already gives 9%, and κ = 0.1 gives 23%. For large κ it tends to 1/2. Within this saturating law, a sharp switch therefore needs a half-saturation concentration far below C.

In the first-order limit, Ru_i = R(1 − u_i)/s gives u_i = f = 1/(1 + s). Integrating (1 + s) ds = dθ from zero gives s + s²/2 = θ, or

x² + 2x_c x = Bt.

With the same initial rate and the same B, this oxide reaches (√3 − 1)x_c = 64 nm at t_c, where the zero-order oxide has 87.5 nm. At late times x = √(Bt + x_c²) − x_c, while the zero-order result is √(Bt − x_c²). The square roots approach each other, so the difference tends to x_c. It is 65 nm after 10 h and 80 nm after 100 h.

While the oxide is thin, the response to pressure also separates the two laws. Suppose that C is proportional to pressure, and that D, K and the saturated reaction flux R(1 + κ) are held fixed. Doubling C then multiplies the initial rate by

[2/(κ + 2)]/[1/(κ + 1)] = 2(1 + κ)/(2 + κ).

A zero-order reaction keeps its linear rate, while x_c doubles to 175 nm and B doubles too. A first-order reaction doubles its initial rate. At a given thickness beyond 175 nm, doubling C doubles the growth rate under both laws, and pressure no longer tells them apart.

**The example beside real silicon**

The linear rate R/N and the parabolic constant of the example have the rough size of the constants fitted to dry oxidation of the (111) face of silicon near 1273 K, once its fast initial stage is over; on the (100) face the linear constant is smaller by a factor of roughly 1.7. The sharp switch should not be expected on either face. The fitted linear rate constant of real silicon rises with oxygen pressure, with an order of roughly 0.75. The saturating law has order d ln F/d ln u_i = κ/(κ + u_i), which is κ/(1 + κ) at u_i = 1. If the fitted order is taken as the order of the initial rate, it corresponds to κ = 3 in this law. With the initial rate held fixed, the rate at 87.5 nm would then already be 46% below its initial value, where the zero-order model has no decrease at all. Real dry oxidation also has a fast initial stage; if it leaves roughly 20 nm at the start, the linear stage is shortened by 20/65.45 = 0.31 h, or 23% of t_c. With rough activation energies of 1.2 eV for D and 2.0 eV for R, and C held fixed, a temperature 10 K too high raises the linear rate by 15% and lowers x_c by 5.5%. Gas supply matters far less. If the oxygen had to diffuse through a second gas, across a film 1 cm wide with a diffusivity of 2 cm²/s, both rough values, the flux R would lower the oxygen density by at most a few millionths of the total gas density. In pure oxygen the oxidant arrives by bulk flow, and even this fall is absent. The remaining values are in the numerical output.

Numbers as computed

```
T = 1273 K, pressure 1 atm
D = 7.0e-09 cm2/s
C = 5.0e+16 cm^-3
N = 2.2e+22 cm^-3
R = 4.0e+13 cm^-2 s^-1
switch thickness x_c = 87.5 nm
linear rate R/N = 65.45 nm/h
switch time t_c = 1.337 h
parabolic constant B = 11455 nm2/h
jump of acceleration = -48.96 nm/h2
numerical acceleration at 0.999 x_c = -0.0049 nm/h2
numerical acceleration at 1.001 x_c = -48.81 nm/h2
c_i at 40 nm = 2.71e+16 cm^-3
t = 0.5 h: zero order 32.7 nm, first order 28.2 nm
t = 1.0 h: zero order 65.5 nm, first order 50.7 nm
t = 4.0 h: zero order 195.4 nm, first order 143.7 nm
t = 10.0 h: zero order 326.9 nm, first order 262.1 nm
t = 100.0 h: zero order 1066.7 nm, first order 986.3 nm
first order at t_c = 64.1 nm
rate at 200 nm = 28.64 nm/h
x_c at doubled C = 175.0 nm
K/C = 0.01: order 0.010, rate deficit at x_c 9.0 %, initial-rate gain at 2C 1.005
K/C = 0.1: order 0.091, rate deficit at x_c 23.2 %, initial-rate gain at 2C 1.048
K/C = 3.0: order 0.750, rate deficit at x_c 46.4 %, initial-rate gain at 2C 1.600
rough fast initial oxide = 20 nm
its shortening of t_c = 0.306 h = 22.9 %
rough activation energies: D 1.2 eV, R 2.0 eV
+10 K: linear rate +15.3 %, x_c -5.5 %
stored oxidant eps = C/N = 2.27e-06
relative shift of x_c, eps^2/3 = 1.7e-12
relative late-rate correction, eps/3 = 7.6e-07
diffusion time x_c^2/D = 0.0109 s
rough gas film: diffusivity 2.0 cm2/s, width 1.0 cm
gas density = 5.77e+18 cm^-3, depletion = 3.5e-06
full equation: switch shift/(eps^2/3), eps 0.05: 0.9092
full equation: switch shift/(eps^2/3), eps 0.025: 0.9524
full equation: same, extrapolated to eps 0: 0.9955
full equation: early drop/square-root law, eps 0.025: 0.9726
full equation: late correction/(eps/3), eps 0.025: 0.9884
```
